# Phonon-assisted absorption in metals: Allen's uniform-field rate and its inversion, part 2

A normal one-band metal at $T=0$ absorbs a uniform field $A=A_0\cos\omega t$ along $x$ by emitting a phonon. This describes light only if the field, decaying over $c/\omega_p$ ($c$ the speed of light), varies little over $v_F/\omega$ and the surface adds no scattering.

Atomic units are used ($\hbar=m_e=e=1$, Gaussian fields). Energies $\varepsilon_k$ count from the Fermi level, $v_k=\partial\varepsilon_k/\partial k_x$, and $f_k$ is the occupation. Sums over $k$ cover one spin in volume $V$. The coupling to phonon branch $\nu$, of frequency $\omega_{q\nu}$ with $\mathbf q=\mathbf k'-\mathbf k$, is $g^\nu_{k'k}$. Then

$$K\equiv\frac{\omega_p^2}{4\pi}=\frac{2N(0)\langle v_x^2\rangle}{V},\qquad N(0)\langle v_x^2\rangle\equiv\sum_kv_k^2\,\delta(\varepsilon_k),\qquad N(0)\equiv\sum_k\delta(\varepsilon_k). \tag{4}$$

The memory function $M$ defines the conductivity, and its imaginary part at order $g^2$ is $1/\tau$:

$$\sigma(\omega)=\sigma_1+i\sigma_2=\frac{iK}{\omega+M(\omega)},\qquad \sigma_1=K\,\frac{{\rm Im}\,M}{(\omega+{\rm Re}\,M)^2+({\rm Im}\,M)^2}. \tag{5}$$

$$\sigma_1(\omega)=\frac{K}{\omega^2\,\tau(\omega)}\qquad(\text{order }g^2). \tag{6}$$

With $z=(v_k-v_{k'})A_0/\omega$, the absorption amplitude and golden rule are

$$\mathcal M=\frac{gz}{2}=g\,\frac{A_0}{2}\,\frac{v_k-v_{k'}}{\omega}. \tag{9}$$

$$\sigma_1(\omega)=\frac{2\pi}{V\omega^3}\sum_{kk'\nu}|g^\nu_{k'k}|^2(v_k-v_{k'})^2f_k(1-f_{k'})\,\delta(\varepsilon_{k'}-\varepsilon_k+\omega_{q\nu}-\omega). \tag{12}$$

The spectral functions are

$$F(\varepsilon,\varepsilon',\Omega)=\frac{1}{2N(0)\langle v_x^2\rangle}\sum_{kk'\nu}|g^\nu_{k'k}|^2(v_k-v_{k'})^2\,\delta(\varepsilon-\varepsilon_k)\,\delta(\varepsilon'-\varepsilon_{k'})\,\delta(\Omega-\omega_{q\nu}). \tag{13}$$

$$\alpha^2F_{\rm tr}(\Omega)\equiv F(0,0,\Omega),\qquad\lambda_{\rm tr}\equiv2\int_0^\infty\frac{d\Omega}{\Omega}\,\alpha^2F_{\rm tr}(\Omega). \tag{15}$$

Replacing the weight $(v_k-v_{k'})^2/2\langle v_x^2\rangle$ by 1 gives $\alpha^2F$ and, likewise, $\lambda$. With $\nu=\omega-\Omega$ (as a subscript, still the branch),

$$\int_{-\infty}^0d\varepsilon\int_0^\infty d\varepsilon'\,F\,\delta(\varepsilon'-\varepsilon-\nu)=\theta(\nu)\int_0^\nu du\,F(u-\nu,u,\Omega). \tag{16}$$

Setting $F$ to its Fermi-surface value gives Allen's formula:

$$\frac1{\tau(\omega)}=\frac{2\pi}{\omega}\int_0^\omega d\Omega\,(\omega-\Omega)\,\alpha^2F_{\rm tr}(\Omega), \tag{17}$$

For a parabolic band with constant coupling and one phonon frequency, the exact golden rule differs from (17) by the relative amount, with $s=\nu/E_F$ and $E_F$ the Fermi energy,

$$-\frac{s^2}8+\frac{s^2}{12}=-\frac{s^2}{24}. \tag{18}$$

"The program" is the accompanying numerical check.

### Limits

For a single frequency $\Omega_E$, definition (15) fixes $\alpha^2F_{\rm tr}=\tfrac12\lambda_{\rm tr}\Omega_E\,\delta(\Omega-\Omega_E)$, and (17) gives

$$\frac1\tau=\pi\lambda_{\rm tr}\Omega_E\Big(1-\frac{\Omega_E}\omega\Big)\theta(\omega-\Omega_E). \tag{19}$$

The rate is zero up to the threshold, rises linearly from it and saturates. Above the top of any phonon spectrum the upper limit in (17) no longer depends on $\omega$, and

$$\frac1\tau=2\pi\int_0^\infty\alpha^2F_{\rm tr}\,d\Omega-\frac{2\pi}\omega\int_0^\infty\Omega\,\alpha^2F_{\rm tr}\,d\Omega . \tag{20}$$

The saturation value is approached only as $1/\omega$. The missing part is Pauli blocking: a fraction $\Omega/\omega$ of the energy window that the photon could open is closed by the cost of the phonon. At low frequency a power law $\alpha^2F_{\rm tr}\propto\Omega^p$ gives $1/\tau\propto\omega^{p+1}$, as the substitution $\Omega=\omega x$ in (17) shows.

At finite temperature the window in (16) is rounded. Fermi functions obey $f(\varepsilon+\nu)[1-f(\varepsilon)]=e^{-\nu/T}f(\varepsilon)[1-f(\varepsilon+\nu)]$. Subtracting this from $f(\varepsilon)[1-f(\varepsilon+\nu)]$ gives $f(\varepsilon)-f(\varepsilon+\nu)$, whose integral over $\varepsilon$ is $\nu$, so the window becomes $\nu/(1-e^{-\nu/T})$. This tends to $\nu\,\theta(\nu)$ for $|\nu|\gg T$ and smooths the kink over a range of order $T$. Thermal phonons add further processes, and stimulated emission of photons has to be subtracted from the absorption. Formula (17) thus needs $T$ small compared with $\omega$ and with the phonon frequencies that dominate the integral and, for the inversion below, with the width of the structure to be resolved. For a steeply rising spectrum the condition is strict. The rounded window exceeds $\nu\,\theta(\nu)$ by $|\nu|/(e^{|\nu|/T}-1)$, which has area $\pi^2T^2/3$, so the rounding adds about $(2\pi/\omega)(\pi^2T^2/3)\,\alpha^2F_{\rm tr}(\omega)$ to the rate. For $\alpha^2F_{\rm tr}\propto\Omega^4$ this is the fraction $10\pi^2(T/\omega)^2$ of (17), about a quarter at $T=\omega/20$. For an acoustic spectrum it fails at low enough $\omega$ at any $T>0$, because (17) goes to zero there while thermal phonons leave a finite rate. In a superconductor the gap changes both the window and the amplitude, and (17) does not apply.

### Free electrons with Debye phonons

A model that can be solved in closed form has $\varepsilon_k=k^2/2-E_F$, one acoustic branch $\omega_q=cq$ ($c$ is now the speed of sound) up to $q_D<2k_F$ with $\Omega_D=cq_D$, no umklapp, and a coupling $G(q)\equiv V|g|^2=Cq$. Sums become integrals by $\sum_k\to V\int d^3k/(2\pi)^3$. The density is $n=k_F^3/3\pi^2$, $N(0)/V=k_F/2\pi^2$ and $\langle v_x^2\rangle=k_F^2/3$, so $K=n$ by (4). The velocity change is $v_{k'}-v_k=q_x$, with angular average $q^2/3$ of its square. On the Fermi sphere $q^2=2k_F^2(1-\cos\vartheta)$ with $\vartheta$ the scattering angle, so the transport weight is $(q^2/3)/(2k_F^2/3)=q^2/2k_F^2=1-\cos\vartheta$.

The sum over $\mathbf k$ at fixed $\mathbf q$ is done in cylindrical coordinates about $\mathbf q$. At fixed $k_\parallel$ one has $k_\perp dk_\perp=dE$, so $d^3k=2\pi\,dE\,dk_\parallel$ with the restriction $E\ge k_\parallel^2/2$, and $\varepsilon_{k+q}-\varepsilon_k=qk_\parallel+q^2/2$. For both states on the Fermi surface the second delta function sets $k_\parallel=-q/2$ with a factor $1/q$, and the restriction is $q\le2k_F$:

$$\int\frac{d^3k}{(2\pi)^3}\,\delta(\varepsilon_k)\,\delta(\varepsilon_{k+q})=\frac{2\pi}{8\pi^3q}=\frac1{4\pi^2q}. \tag{21}$$

With $d^3q/(2\pi)^3=q^2dq/2\pi^2$ and $\delta(\Omega-cq)=\delta(q-\Omega/c)/c$, definitions (13) and (15) give, at $q=\Omega/c\le q_D$,

$$\alpha^2F_{\rm tr}=\frac1n\,\frac{q^2}{2\pi^2}\,Cq\,\frac{q^2}3\,\frac1{4\pi^2q}\,\frac1c=\frac{Cq^4}{24\pi^4cn}=\frac{Cq^4}{8\pi^2ck_F^3}. \tag{22}$$

Dividing by the weight $q^2/2k_F^2$ gives $\alpha^2F=Cq^2/(4\pi^2ck_F)$. A function $a\,(\Omega/\Omega_D)^p$ has $2\int_0^{\Omega_D}d\Omega\,a\,\Omega^{p-1}/\Omega_D^p=2a/p$, so

$$\alpha^2F_{\rm tr}=2\lambda_{\rm tr}\Big(\frac\Omega{\Omega_D}\Big)^4,\qquad\lambda_{\rm tr}=\frac{Cq_D^4}{16\pi^2ck_F^3},\qquad\lambda=\frac{Cq_D^2}{4\pi^2ck_F}=\frac{4k_F^2}{q_D^2}\lambda_{\rm tr}. \tag{23}$$

In (17), $\int_0^\omega(\omega-\Omega)\Omega^4d\Omega=\omega^6(\tfrac15-\tfrac16)=\omega^6/30$ below $\Omega_D$, and above it the integral is $\omega\Omega_D^5/5-\Omega_D^6/6$. Therefore

$$\frac1\tau=\frac{2\pi\lambda_{\rm tr}}{15}\,\frac{\omega^5}{\Omega_D^4}\quad(\omega\le\Omega_D),\qquad\frac1\tau=4\pi\lambda_{\rm tr}\Big(\frac{\Omega_D}5-\frac{\Omega_D^2}{6\omega}\Big)\quad(\omega\ge\Omega_D). \tag{24}$$

The two forms agree at $\omega=\Omega_D$, where both equal $2\pi\lambda_{\rm tr}\Omega_D/15$.

In this model the golden rule (12) can also be evaluated without the Fermi-surface step. The energy delta function now sets $k_\parallel=\nu/q-q/2$ with $\nu=\omega-cq$, and $E$ must satisfy $E<E_F$, $E+\nu>E_F$ and $E\ge k_\parallel^2/2$. The pair density for both spins is

$$S(q,\nu)=2\int\frac{d^3k}{(2\pi)^3}f_k(1-f_{k+q})\,\delta(\varepsilon_{k+q}-\varepsilon_k-\nu)=\frac{1}{2\pi^2q}\,\max\Big[0,\;E_F-\max\big(\tfrac12k_\parallel^2,\,E_F-\nu\big)\Big], \tag{25}$$

and (12) becomes

$$\sigma_1=\frac\pi{\omega^3}\int_0^{q_D}\frac{q^2dq}{2\pi^2}\,Cq\,\frac{q^2}3\,S(q,\omega-cq). \tag{26}$$

Wherever $k_\parallel^2/2\le E_F-\nu$, equation (25) is exactly $\nu/2\pi^2q$, and the integrand of (26) is $Cq^4\nu/12\pi^4$. Allen's formula gives $\sigma_1=(2\pi n/\omega^3)\int c\,dq\,\nu\,Cq^4/(24\pi^4cn)$, which has the same integrand with the same prefactor $\pi/\omega^3$. The two differ only where the condition fails. For $\nu\ll E_F$ and $q_D$ well below $2k_F$ this happens at small $q$, where $\nu/q>k_F$ and no pair has so large an energy at so small a momentum. For $\Omega_D\ll\omega\ll E_F$ the integrand grows as $q^4$, and the fraction of the integral that is lost is about $(\omega/k_Fq_D)^5$. Apart from this loss at small $q$ the two integrands coincide up to $q_D$, so no term like (18) appears. The condition fails again in a range of $q$ of relative width of order $\nu/E_F$ around $2k_F$, which the cutoff leaves out here; a cutoff at $q_D=2k_F$ would give a loss of first order in $\nu/E_F$.

### The inversion

Let $y(\omega)=\omega/\tau(\omega)$. Splitting the kernel in (17),

$$y(\omega)=2\pi\omega\int_0^\omega\alpha^2F_{\rm tr}\,d\Omega-2\pi\int_0^\omega\Omega\,\alpha^2F_{\rm tr}\,d\Omega .$$

The product rule and the fundamental theorem of calculus give $y'=2\pi\int_0^\omega\alpha^2F_{\rm tr}\,d\Omega+2\pi\omega\,\alpha^2F_{\rm tr}(\omega)-2\pi\omega\,\alpha^2F_{\rm tr}(\omega)$. The last two terms cancel, because the kernel vanishes at the upper limit:

$$\frac{d}{d\omega}\Big[\frac\omega\tau\Big]=2\pi\int_0^\omega\alpha^2F_{\rm tr}(\Omega)\,d\Omega . \tag{27}$$

One more derivative gives, wherever the spectrum is continuous,

$$\alpha^2F_{\rm tr}(\omega)=\frac1{2\pi}\frac{d^2}{d\omega^2}\Big[\frac\omega{\tau(\omega)}\Big]. \tag{28}$$

Each phonon frequency contributes to $y$ a ramp $(\omega-\Omega)\theta(\omega-\Omega)$, whose second derivative is $\delta(\omega-\Omega)$. An Einstein mode appears as a kink in $y$, and the Debye cutoff as a jump in its curvature. Since $\alpha^2F_{\rm tr}\ge0$, the function $y$ is convex, and it is a straight line wherever there are no phonons.

Any part of $y$ linear in $\omega$ is removed by (28). Static impurities give such a part at lowest order. The derivation of (9) holds with $g$ replaced by the impurity matrix element and $\Omega=0$, so (16) gives the full window $\omega$ and (17) a constant rate $\gamma$. It adds $\gamma\omega$ to $y$ and nothing to $y''$. Any other frequency-dependent absorption, from interband tails or from electron-electron scattering that relaxes the current, in general contributes to $y''$ and would then be read as phonon weight.

On data with spacing $h$ the derivative is a central difference. Adding the Taylor series of $y(\omega+h)$ and $y(\omega-h)$ cancels the odd terms and leaves $2y+h^2y''+h^4y''''/12+\dots$, and $y''''=2\pi(\alpha^2F_{\rm tr})''$ by (28), so

$$\mathcal W_h(\omega)\equiv\frac{y(\omega+h)-2y(\omega)+y(\omega-h)}{2\pi h^2}=\alpha^2F_{\rm tr}(\omega)+\frac{h^2}{12}\big(\alpha^2F_{\rm tr}\big)''+O(h^4). \tag{29}$$

If the three values of $y$ carry independent errors of standard deviation $\delta$, the variances add with the squared coefficients $1+4+1=6$, and

$$\Delta\mathcal W_h=\frac{\sqrt6\,\delta}{2\pi h^2}. \tag{30}$$

The bias grows as $h^2$ and the noise as $h^{-2}$, so the noise level sets the resolution that can be reached.

### Worked example: the Debye model

The parameters are round model values and describe no particular metal: $k_F=1.20$ Å$^{-1}$, $q_D=1.50$ Å$^{-1}$, $\Omega_D=30.0$ meV and $\lambda_{\rm tr}=0.2$. They give $E_F=5.4864$ eV, $n=1.2^3/3\pi^2=0.05836$ Å$^{-3}$, $\omega_p=8.9705$ eV and $c=0.030/1.50=0.0200$ eV Å. From (23), $\lambda=4\times1.44\times0.2/2.25=0.512$: the transport coupling is the smaller one because all scattering here has $1-\cos\vartheta<1$. For $C$, equation (23) holds in atomic units, and in eV and Å it acquires one factor $\hbar^2/m_e=2E_F/k_F^2=10.9728/1.44=7.620$ eV Å$^2$, as the units eV$^2$ Å$^4$ of $C$ require. Then $16\pi^2\times0.2\times0.0200\times1.728/5.0625=0.2156$ eV Å$^2$, and $C=0.2156\times7.620=1.643$ eV$^2$ Å$^4$.

The prefactor of the second form of (24) is $4\pi\times0.2=2.5133$. At $\omega=30$ meV the bracket is $6-5=1$ meV, at 60 meV it is $6-2.5=3.5$ meV, at 300 meV it is $6-0.5=5.5$ meV, and at infinity it is 6 meV, which gives the saturation rate 15.08 meV. At 15 meV the fifth-power law divides the value at $\Omega_D$ by 32. The lifetime is $\hbar$ divided by the rate. For the conductivity, (6) in SI form is $\sigma_1=\epsilon_0\omega_p^2/\omega^2\tau$. At 30 meV, $\omega_p^2/\omega^2\tau=80.47\times0.0025133/0.0009=224.7$ eV, which the factor $\epsilon_0e/\hbar$ converts to $3.0\times10^4$ S/cm.

| $\omega$ (meV) | $1/\tau$ (meV) | $\tau$ (fs) | $\omega\tau$ | $\sigma_1$ (S/cm) |
|---|---|---|---|---|
| 15 | 0.0785 | 8381 | 191 | $3.8\times10^3$ |
| 30 | 2.513 | 262 | 11.9 | $3.0\times10^4$ |
| 60 | 8.80 | 74.8 | 6.8 | $2.6\times10^4$ |
| 300 | 13.82 | 47.6 | 21.7 | $1.7\times10^3$ |

At ten times the Debye frequency the rate is still $1-13.82/15.08=8$ percent below saturation, the slow approach of (20). The product $\omega\tau$ exceeds 6 at all four frequencies. The conductivity listed is the response to a uniform field. For these parameters the penetration depth is about 22 nm, while $v_F/\omega$ is about 30 nm at 30 meV and 3 nm at 300 meV, so for light falling on a bulk surface the uniform-field assumption fails at the phonon frequencies, and at 300 meV it holds only if the surface reflects electrons specularly. Diffuse reflection at the surface is itself a process that changes the current. At high frequency it adds the absorptance $3v_F/4c$ ($c$ here the speed of light) to the bulk value $2/\omega_p\tau$, which amounts to an extra rate $\tfrac38\,v_F\omega_p/c$, between 15 and 16 meV for these parameters and larger than the phonon rate in the table. The last column is the order-$g^2$ value and no more than that, since by (5) the real part of $M$ lowers the true $\sigma_1$ by a relative amount of about $2\,{\rm Re}\,M/\omega$ when this is small. In the isotropic model treated below, this amount is twice the coupling constant at low frequency, remains of that size up to the phonon frequencies and is much smaller far above them.

At these four frequencies the program asserts that (17), the closed form (24) and the quadrature of (26) agree to one part in $10^6$. At higher frequency the ratio of (26) to (17) is 0.999998 at 1 eV and 0.99706 at 4 eV. The scale in the estimate of the lost fraction is $k_Fq_D=2E_Fq_D/k_F=13.72$ eV, so the estimate is $(1/13.72)^5=2\times10^{-6}$ at 1 eV, as found, and $(4/13.72)^5=2.1\times10^{-3}$ at 4 eV against the computed $2.9\times10^{-3}$. At 4 eV the condition $\omega\ll E_F$ behind the estimate no longer holds, and only the order of magnitude survives.

A further test avoids the cylindrical integration altogether. Integrating $\omega'^3\sigma_1(\omega')$ from 0 to $\omega$ turns the delta function in (12) into a step function, and the remaining six-dimensional integral over $\mathbf k$ and $\mathbf k'$ is sampled at random in the two energy shells. From (6) and (17) the same quantity is $\pi n\int(\omega-\Omega)^2\alpha^2F_{\rm tr}\,d\Omega$, because $\int_\Omega^\omega(\omega'-\Omega)\,d\omega'=(\omega-\Omega)^2/2$. At 60 meV the sampled value divided by this one is $1.0110\pm0.0035$. The deviation from 1 is 3.1 standard errors. It passes the asserted bound of four standard errors but is large for a random fluctuation. The derivation of (25) and (26) leaves no systematic term of this size, since both calculations evaluate the same integral, and one sample cannot settle the point by itself. The test should be read as fixing the normalization of (22) to about one percent. That is enough to exclude a lost factor of 2 or $\pi$ and to select the transport weight, since the same ratio with $\alpha^2F$ in place of $\alpha^2F_{\rm tr}$ is 0.409.

For the inversion, (26) gives $y=11.7265$, $19.7652$ and $31.9502$ meV$^2$ at 22, 24 and 26 meV. With $h=2$ meV,

$$\mathcal W_h=\frac{11.7265-2\times19.7652+31.9502}{2\pi\times4}=\frac{4.1463}{25.133}=0.16498 .$$

The input spectrum at 24 meV is $2\times0.2\times0.8^4=0.16384$. For a fourth power $(\alpha^2F_{\rm tr})''=12\,\alpha^2F_{\rm tr}/\omega^2$, so the bias in (29) is $(h/\omega)^2\alpha^2F_{\rm tr}=0.16384\times4/576=0.00114$, which accounts for the difference. The first derivative (27), divided by $2\pi$, should give $\int_0^\omega\alpha^2F_{\rm tr}\,d\Omega=0.16384\times24/5=0.7864$ meV, and the numerical derivative gives 0.7864 meV. Noise of one percent of the central value, $\delta=0.1977$ meV$^2$, gives by (30) $\sqrt6\times0.1977/25.133=0.0193$, which is 12 percent of the true value and seventeen times the bias. The program checks (30) against simulated noise.

This part has inverted Allen's formula, so that the phonon spectrum follows from the second derivative (28), and has tested both on free electrons with Debye phonons. What remains is to find the error made when (28) is applied to a scattering rate measured at the actual coupling strength.
